A pseudopotential calculation treats the valence electrons explicitly and replaces the core electrons by a potential. The exchange-correlation energy is not linear in the density, so it cannot be divided into a valence part and a core part where the two densities overlap. The nonlinear core correction therefore adds a fixed model core density, the partial core, to the valence density inside $E_{xc}$. When an ion moves, its partial core moves with it, and this contributes to the force. The problem is to find that contribution, with spin polarization included.

**Setting.** Hartree atomic units are used. Ion $I$ sits at $\mathbf R_I$ in a periodic cell of volume $\Omega$. Its partial core $n_c^I(\mathbf r-\mathbf R_I)$ is spherical and rigid, and periodic images are understood. The total core density is $n_c=\sum_I n_c^I$. The spin densities are

$$n_\sigma(\mathbf r)=n_{v\sigma}(\mathbf r)+n_{c\sigma}(\mathbf r),\qquad n_{v\sigma}=\sum_i f_{i\sigma}|\psi_{i\sigma}|^2,\qquad \sigma=\uparrow,\downarrow .$$

The pseudopotential is norm-conserving, so the orbitals are orthonormal in the ordinary sense. The occupations $f_{i\sigma}$ are fixed, and the plane waves do not depend on the ion positions. The energy is

$$E=\sum_{i\sigma}f_{i\sigma}\langle\psi_{i\sigma}|-\tfrac12\nabla^2+V_{nl}|\psi_{i\sigma}\rangle+E_{es}[n_v,\{\mathbf R\}]+E_{xc}[n_\uparrow,n_\downarrow].$$

Here $V_{nl}$ is the nonlocal pseudopotential, $n_v=n_{v\uparrow}+n_{v\downarrow}$, and $E_{es}$ collects the Hartree energy, the local pseudopotential energy and the ion-ion energy. The partial core appears in $E_{xc}$ alone. Its electrostatic effect is already contained in the ionic pseudopotential, and it is not counted among the electrons.

## (a) Which potential do the valence electrons feel?

*Derive the orbital equation, and state at which density the exchange-correlation potential is evaluated.*

**Solution.** Define

$$v_{xc\sigma}(\mathbf r)=\frac{\delta E_{xc}}{\delta n_\sigma(\mathbf r)},\qquad v_{es}(\mathbf r)=\frac{\delta E_{es}}{\delta n_v(\mathbf r)} .$$

A change $\delta\psi^*_{i\sigma}$ changes the valence density by $f_{i\sigma}\psi_{i\sigma}\delta\psi^*_{i\sigma}$. The core is fixed, so $\delta n_\sigma=\delta n_{v\sigma}$. Making $E$ stationary with normalized orbitals gives, after division by $f_{i\sigma}$,

$$H_\sigma\psi_{i\sigma}=\varepsilon_{i\sigma}\psi_{i\sigma},\qquad H_\sigma=-\tfrac12\nabla^2+V_{nl}+v_{es}+v_{xc\sigma}.$$

The potential $v_{xc\sigma}$ is evaluated at the sum of valence and core densities, because that sum is the argument of $E_{xc}$. In a finite plane-wave basis the equation holds after projection onto the basis.

## (b) What survives when an ion moves?

*Show that the response of the orbitals drops out of $dE/d\mathbf R_I$. What remains if the density is not self-consistent?*

**Solution.** The energy depends on $\mathbf R_I$ explicitly and through the orbitals. By part (a), the derivative of $E$ with respect to $\psi^*_{i\sigma}$ is $f_{i\sigma}H_\sigma\psi_{i\sigma}$, so

$$\frac{dE}{d\mathbf R_I}=\left.\frac{\partial E}{\partial\mathbf R_I}\right|_{\psi}+\sum_{i\sigma}f_{i\sigma}\left[\Big\langle\frac{d\psi_{i\sigma}}{d\mathbf R_I}\Big|H_\sigma\Big|\psi_{i\sigma}\Big\rangle+\text{c.c.}\right].$$

Since the basis does not move, $d\psi_{i\sigma}/d\mathbf R_I$ lies in the space spanned by the basis, where the projected orbital equation may be used. The second term becomes

$$\sum_{i\sigma}f_{i\sigma}\varepsilon_{i\sigma}\frac{d}{d\mathbf R_I}\langle\psi_{i\sigma}|\psi_{i\sigma}\rangle=0,$$

because the norm stays equal to one. The explicit derivative remains.

Suppose instead that the orbitals are eigenstates of a Hamiltonian with a slightly different potential, as in an unfinished self-consistency cycle. Let $\Delta v_\sigma$ be the potential belonging to the resulting density minus the potential that was used. The orbital term then contains $H_\sigma=H_\sigma^{used}+\Delta v_\sigma$. The first piece vanishes as before, and the second leaves

$$\sum_\sigma\int\Delta v_\sigma\,\frac{dn_{v\sigma}}{d\mathbf R_I}\,d^3r .$$

The force error is thus of first order in the error of the potential.

The cancellation holds for the total energy, not term by term. The derivative of $E_{xc}$ along the relaxed path is

$$\frac{dE_{xc}}{d\mathbf R_I}=\left.\frac{\partial E_{xc}}{\partial\mathbf R_I}\right|_{n_v}+\sum_\sigma\int v_{xc\sigma}\frac{dn_{v\sigma}}{d\mathbf R_I}\,d^3r ,$$

and its last term is cancelled by the responses of the kinetic, nonlocal and electrostatic energies. The core contribution to the force is therefore minus the first term.

## (c) The force on a core with given spin densities

*Evaluate this contribution for a core with spin densities $n_{c\uparrow}^I$ and $n_{c\downarrow}^I$. Trace the sign.*

**Solution.** At fixed valence density, the definition of the functional derivative gives

$$\delta E_{xc}=\sum_\sigma\int v_{xc\sigma}(\mathbf r)\,\delta n_{c\sigma}(\mathbf r)\,d^3r .$$

The core depends on $\mathbf R_I$ through $\mathbf u=\mathbf r-\mathbf R_I$. Since $\partial u_\beta/\partial R_{I\alpha}=-\delta_{\alpha\beta}$ while $\partial u_\beta/\partial r_\alpha=+\delta_{\alpha\beta}$,

$$\frac{\partial}{\partial\mathbf R_I}n_{c\sigma}^I(\mathbf r-\mathbf R_I)=-\nabla n_{c\sigma}^I(\mathbf r-\mathbf R_I),$$

where $\nabla$ acts on $\mathbf r$. This minus sign meets the one in $\mathbf F_I=-\partial E/\partial\mathbf R_I$, and the result is

$$\mathbf F_I^{core}=+\sum_\sigma\int_\Omega v_{xc\sigma}(\mathbf r)\,\nabla n_{c\sigma}^I(\mathbf r-\mathbf R_I)\,d^3r .$$

The forces from the local and nonlocal pseudopotentials and from the other ions are added to it.

## (d) An unpolarized core in a polarized system

*Closed core shells are modelled with equal spin densities. Find the force, explain why this combination of potentials appears, and say when the force vanishes.*

**Solution.** With $n_{c\uparrow}^I=n_{c\downarrow}^I=\tfrac12n_c^I$, part (c) becomes

$$\boxed{\mathbf F_I^{core}=\int_\Omega\bar v(\mathbf r)\,\nabla n_c^I(\mathbf r-\mathbf R_I)\,d^3r,\qquad \bar v=\tfrac12\left(v_{xc\uparrow}+v_{xc\downarrow}\right).}$$

The factor $\tfrac12$ comes from the division of the core between the spins. If the valence electrons are also unpolarized, the two potentials are equal and $\bar v=v_{xc}$.

The average has a direct meaning in terms of the density $n=n_\uparrow+n_\downarrow$ and the magnetization density $m=n_\uparrow-n_\downarrow$. From $n_\uparrow=(n+m)/2$ and $n_\downarrow=(n-m)/2$, the chain rule gives

$$\left.\frac{\delta E_{xc}}{\delta n}\right|_m=\tfrac12(v_{xc\uparrow}+v_{xc\downarrow}),\qquad \left.\frac{\delta E_{xc}}{\delta m}\right|_n=\tfrac12(v_{xc\uparrow}-v_{xc\downarrow}).$$

Moving an unpolarized core changes $n$ and leaves $m$ alone, so the first derivative is the one that acts. If a fraction $w$ of the core had spin up, the potential in the force would be

$$w\,v_{xc\uparrow}+(1-w)\,v_{xc\downarrow}=\bar v+(2w-1)\,\tfrac12(v_{xc\uparrow}-v_{xc\downarrow}),$$

with both potentials evaluated at the density containing that polarized core. The plain average is thus a consequence of the equal split.

Integration by parts gives a second form. The surface terms on opposite cell faces cancel by periodicity, and

$$\mathbf F_I^{core}=-\int_\Omega n_c^I(\mathbf r-\mathbf R_I)\,\nabla\bar v(\mathbf r)\,d^3r .$$

This is the force on a rigid cloud of density $n_c^I$ in the potential energy $\bar v$. A constant $\bar v$ exerts no force. Neither does a $\bar v$ that is even about $\mathbf R_I$, because the gradient of a spherical core is odd there.

This covers an instructive limit. In a local density approximation, let the core overlap neither the valence density nor other cores. Within the core region $\bar v$ is then a function of $n_c^I$ alone, hence spherical, and the force vanishes. In that approximation the core force needs overlap, either with the valence density, which is the condition under which the correction itself is needed, or with another core. The second kind is not negligible in the model of part (h): its two Gaussian cores alone, with no valence electrons, give 0.0231 Ha/bohr on A along $x$ in the local approximation.

## (e) Functionals that depend on the density gradient

*For a generalized gradient approximation (GGA), find the potential that must be used.*

**Solution.** Write

$$E_{xc}=\int h(n_\uparrow,n_\downarrow,\gamma_{\uparrow\uparrow},\gamma_{\uparrow\downarrow},\gamma_{\downarrow\downarrow})\,d^3r,\qquad\gamma_{\sigma\sigma'}=\nabla n_\sigma\cdot\nabla n_{\sigma'} .$$

Let $h_{\sigma\sigma'}=\partial h/\partial\gamma_{\sigma\sigma'}$. A variation of $n_\uparrow$ gives $\delta\gamma_{\uparrow\uparrow}=2\nabla n_\uparrow\cdot\nabla\delta n_\uparrow$ and $\delta\gamma_{\uparrow\downarrow}=\nabla n_\downarrow\cdot\nabla\delta n_\uparrow$. Hence

$$\delta E_{xc}=\int\left[\frac{\partial h}{\partial n_\uparrow}\delta n_\uparrow+\left(2h_{\uparrow\uparrow}\nabla n_\uparrow+h_{\uparrow\downarrow}\nabla n_\downarrow\right)\cdot\nabla\delta n_\uparrow\right]d^3r .$$

Integrating the second term by parts moves the gradient off $\delta n_\uparrow$ and changes the sign:

$$v_{xc\uparrow}=\frac{\partial h}{\partial n_\uparrow}-\nabla\cdot\left(2h_{\uparrow\uparrow}\nabla n_\uparrow+h_{\uparrow\downarrow}\nabla n_\downarrow\right).$$

The down potential follows by exchanging the arrows. All densities and gradients here include the core. With these potentials the formula of part (d) holds unchanged. Without the divergence term, the change of the density gradients caused by the moving core would be missed.

## (f) The force as a sum over reciprocal lattice vectors

*Express the force through the Fourier components of $\bar v$ and of a single core.*

**Solution.** Use the conventions

$$\bar v(\mathbf r)=\sum_{\mathbf G}\bar v(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad \tilde n_c^I(\mathbf G)=\int n_c^I(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r,$$

where the second integral covers all space for one isolated core. The core with its periodic images is then

$$n_c^I(\mathbf r-\mathbf R_I)=\frac1\Omega\sum_{\mathbf G}\tilde n_c^I(\mathbf G)\,e^{i\mathbf G\cdot(\mathbf r-\mathbf R_I)} .$$

The gradient brings down $i\mathbf G$. The remaining integral is $\int_\Omega\bar v\,e^{i\mathbf G\cdot\mathbf r}d^3r=\Omega\,\bar v(-\mathbf G)=\Omega\,\bar v(\mathbf G)^*$, since $\bar v(\mathbf r)$ is real. The volume cancels:

$$\mathbf F_I^{core}=\sum_{\mathbf G}i\mathbf G\,\tilde n_c^I(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R_I}\,\bar v(\mathbf G)^* .$$

For a spherical core $\tilde n_c^I(\mathbf G)$ is real and even, so the terms for $\mathbf G$ and $-\mathbf G$ are complex conjugates and the sum is real.

The sign can be checked with $\bar v=A\sin kx$ and a core at the origin. Here $\bar v(k)=-iA/2$ and $\bar v(-k)=iA/2$. The two terms are $ik\tilde n_c(iA/2)$ and $-ik\tilde n_c(-iA/2)$, each equal to $-Ak\tilde n_c/2$. Their sum, $-Ak\tilde n_c(k)$, points down the slope of the potential for $A>0$ and $\tilde n_c(k)>0$, as it should.

## (g) Do the core forces add up to zero?

*Use translation invariance to find the sum of the core forces and the sum of the total forces. What does a real-space grid change?*

**Solution.** Shifting both complete spin densities by a small vector $\mathbf a$ changes them by $-\mathbf a\cdot\nabla n_\sigma$ and leaves $E_{xc}$ unchanged. Therefore

$$0=\sum_\sigma\int v_{xc\sigma}\nabla n_\sigma\,d^3r=\sum_\sigma\int v_{xc\sigma}\nabla n_{v\sigma}\,d^3r+\sum_I\mathbf F_I^{core},$$

$$\sum_I\mathbf F_I^{core}=-\sum_\sigma\int v_{xc\sigma}\nabla n_{v\sigma}\,d^3r .$$

The right-hand side need not vanish, because exchange and correlation also act between core and valence densities. It is the total force that sums to zero, since a common shift of all ions leaves the energy unchanged.

In practice $E_{xc}$ is a sum over grid points, and a shift relative to the grid changes it slightly. Shift the ions and orbitals together. In the plane-wave basis this multiplies orbital coefficients by phases, so the kinetic energy, and the other terms if they are evaluated in reciprocal space, do not change. The energy change per unit shift is then $-\sum_\sigma\int v_{xc\sigma}\nabla n_\sigma$, with the integral taken as a grid sum. By part (b), the orbital shift contributes nothing at first order, so the same change equals $-\sum_I\mathbf F_I^{total}$. Thus

$$\sum_I\mathbf F_I^{total}=\sum_I\mathbf F_I^{core}+\sum_\sigma\int v_{xc\sigma}\nabla n_{v\sigma}\,d^3r\quad\text{(grid sums)}.$$

At self-consistency, a nonzero sum of total forces directly measures the grid error in the sum rule.

## (h) A worked example

*Two model ions, A and B, have Gaussian charges 2 and 1 of width 0.7 bohr, and Gaussian partial cores holding 4 and 2 electrons of width 0.6 bohr. They sit at $(2.0,3.3,3.6)$ and $(4.9,3.8,3.4)$ bohr in a cube of edge 7 bohr, with two up electrons and one down electron. Find the core force on A, and check it against energy differences.*

**Solution.** The parameters are round model values, and there is no nonlocal pseudopotential. The Kohn-Sham equations are solved at the $\Gamma$ point with 147 plane waves and a $21^3$ grid. Convergence with the size of the basis is not examined. It is not needed for comparing a force with the energy of the same discretized model.

Take first the local spin-density approximation (LSDA), with Slater exchange and Perdew-Wang correlation. The $x$ components obtained with $v_{xc\uparrow}$ alone and $v_{xc\downarrow}$ alone are 0.01509 and 0.04193 Ha/bohr. Their average is the core force:

$$F_{A,x}^{core}=\tfrac12(0.01509+0.04193)=0.02851\ \text{Ha/bohr}=1.466\ \text{eV/Å}.$$

Moving the core at fixed valence density and differencing $E_{xc}$ gives the same 0.02851 Ha/bohr. Along $x$, either potential alone would miss by 0.0134 Ha/bohr, nearly half of this component of the core force.

The only other force in this model is electrostatic, $-0.03050$ Ha/bohr, so

$$F_{A,x}^{total}=0.02851-0.03050=-0.00199\ \text{Ha/bohr}.$$

Along $x$ the core force happens nearly to cancel the electrostatic one, so omitting it would make this component about fifteen times too large. The $y$ and $z$ components show no such cancellation (core $0.0018$ and $-0.0007$, electrostatic $-0.0138$ and $0.0056$ Ha/bohr), and the magnitude of the force on A would be too large by a factor of about 2.6. Total energies recomputed to self-consistency with A displaced by $\pm0.004$ bohr give $-0.00199$ Ha/bohr as well. The difference from the analytic value is $2\times10^{-7}$ Ha/bohr, or about $10^{-4}$ of the total $x$ component.

The relaxed derivative discussed in part (b) is quite different: $-dE_{xc}/dX_A=0.0659$ Ha/bohr. The excess of 0.0374 Ha/bohr over the core force is the valence response, which cancels in the total energy.

With the PBE functional, a GGA, the core force is 0.0202 Ha/bohr. Leaving out the divergence term of part (e) would give 0.0355 Ha/bohr. The total is $0.0202-0.0306=-0.0104$ Ha/bohr, again in agreement with the total-energy difference. These PBE values belong to the $21^3$ grid. On a $35^3$ grid with the same plane waves the core force becomes 0.0200 and the total $-0.0106$ Ha/bohr, and the $x$ component of the sum of total forces, discussed below, drops to about $3\times10^{-5}$ Ha/bohr in size.

The core forces on A and B add to $-0.0014$ Ha/bohr along $x$ in LSDA, and the valence side of the sum rule gives the same value. The largest component of the error is $2\times10^{-6}$ Ha/bohr. In PBE it is $4\times10^{-4}$ Ha/bohr, about 2% of the core force on A. In both cases the total forces fail to cancel by the same amount, as part (g) requires.

The PBE force nevertheless agrees with its energy difference to $2\times10^{-7}$ Ha/bohr. There is no contradiction: the potential used is the derivative of the grid sum for $E_{xc}$, so force and energy share the same grid error. Agreement with energy differences shows that the force belongs to the computed energy. It does not show that the grid is fine enough. A nonzero sum of the forces at self-consistency exposes a grid error that this agreement hides, although a vanishing sum, which symmetry alone can enforce, does not prove the grid adequate. The numerical check carries out these comparisons, including the $y$ and $z$ components at fixed valence density and a core split unequally between the spins.

## Values computed for the example and the checks

```
cell edge 7.0 bohr, grid 21^3, plane waves 147
kinetic cutoff 4.028 Ha
ion charges A, B (e): 2.0 1.0  widths (bohr): 0.7 0.7
core charges A, B (e): 4.0 2.0  widths (bohr): 0.6 0.6
position A (bohr): 2.0 3.3 3.6  B: 4.9 3.8 3.4
electrons up, down: 2 1
displacement for energy differences 0.004 bohr
all forces in Ha/bohr, components x y z, unless marked
--- LSDA: energy -3.388673 Ha, E_xc -4.614392 Ha
smallest gap 0.1362 Ha, lowest spin density 1.08e-04 bohr^-3
NLCC force on A, spin average: +0.028510 +0.001796 -0.000665
same in eV/angstrom: +1.466062 +0.092368 -0.034190
frozen-valence energy difference: +0.028510 +0.001796 -0.000665
real-space quadrature: +0.028510 +0.001796 -0.000665
wrong: v_up only: +0.015090 -0.006319 +0.002646
wrong: v_dn only: +0.041931 +0.009912 -0.003976
core split 0.7/0.3, weighted potentials: +0.025908 -0.000014 +0.000074
electrostatic force on A: -0.030502 -0.013820 +0.005613
total force on A: -0.001991 -0.012024 +0.004948
total-energy difference, x: -0.001991
analytic minus difference, x: -2.0e-07
-dE_xc/dX with relaxed density, x: +0.065875
NLCC force on B: -0.029912 -0.002890 +0.001117
sum of NLCC forces: -0.001402 -0.001094 +0.000452
valence side of sum rule: -0.001404 -0.001094 +0.000452
largest sum-rule error: 1.8e-06
largest component of total force sum: 1.8e-06
--- PBE: energy -3.513836 Ha, E_xc -4.760069 Ha
smallest gap 0.1490 Ha, lowest spin density 9.80e-05 bohr^-3
NLCC force on A, spin average: +0.020201 -0.000158 +0.000119
same in eV/angstrom: +1.038791 -0.008111 +0.006120
frozen-valence energy difference: +0.020201 -0.000158 +0.000119
real-space quadrature: +0.020201 -0.000158 +0.000119
wrong: v_up only: +0.002576 -0.010360 +0.004276
wrong: v_dn only: +0.037827 +0.010044 -0.004038
wrong: no divergence term: +0.035497 +0.002304 -0.000862
core split 0.7/0.3, weighted potentials: +0.016981 -0.002186 +0.000946
electrostatic force on A: -0.030586 -0.013861 +0.005627
total force on A: -0.010385 -0.014019 +0.005746
total-energy difference, x: -0.010385
analytic minus difference, x: -1.9e-07
-dE_xc/dX with relaxed density, x: +0.055200
NLCC force on B: -0.020812 -0.000932 +0.000337
sum of NLCC forces: -0.000611 -0.001089 +0.000456
valence side of sum rule: -0.001022 -0.001088 +0.000455
largest sum-rule error: 4.1e-04
largest component of total force sum: 4.1e-04
```
